# ZORA and Dirac energies of hydrogenic ions, and their exact scaling: a numerical check

```python
"""
Result under test, for one electron in V = -Z/r (hartree atomic units):
    E_zora = 2 c^2 E_dirac / (2 c^2 + E_dirac)
    E_zora / (1 + N) = E_dirac,
    N = <phi| sigma.p c^2/(2c^2 - V)^2 sigma.p |phi>, phi normalized.
Energies exclude the rest energy. P(r) is r times the radial large
component, kappa the relativistic angular quantum number, and
D = P' + kappa P/r. The mass term a is 2c^2 for ZORA and 2c^2 + E for
the Dirac equation after elimination of the small component.
Both problems are diagonalized numerically in a Laguerre basis.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre

C = 1.0 / physical_constants["fine-structure constant"][0]
EV = physical_constants["Hartree energy in eV"][0]
A0 = 2.0 * C**2


class Channel:
    """One bound level (n, kappa) in a given central potential."""

    def __init__(self, Z, n, kappa, potential=None, size=30):
        self.kappa, self.size = kappa, size
        self.gamma = np.sqrt(kappa**2 - (Z / C)**2)
        self.decay = 1.3 * Z / n      # deliberately not the exact exponent
        self.index = n + kappa if kappa < 0 else n - kappa - 1
        self.potential = potential or (lambda r: -Z / r)
        step = 0.015                  # trapezoidal rule in log(r)
        self.r = np.exp(np.arange(-40.0, 6.0, step)) / (2 * self.decay)
        self.w = step * self.r
        self.V = self.potential(self.r)
        self.P, self.D = self.basis(self.r)
        self.S = self.P.T @ (self.w[:, None] * self.P)
        self.Vmat = self.P.T @ ((self.w * self.V)[:, None] * self.P)

    def basis(self, r):
        x = 2 * self.decay * r
        g = self.gamma
        envelope = x**g * np.exp(-x / 2)
        P, D = [], []
        for k in range(self.size):
            p = envelope * eval_genlaguerre(k, 2 * g, x)
            slope = 0.0
            if k > 0:
                slope = -envelope * eval_genlaguerre(k - 1, 2 * g + 1, x)
            P.append(p)
            D.append(2 * self.decay
                     * (((g + self.kappa) / x - 0.5) * p + slope))
        return np.array(P).T, np.array(D).T

    def level(self, a):
        weight = self.w * C**2 / (a - self.V)
        H = self.D.T @ (weight[:, None] * self.D) + self.Vmat
        values, vectors = eigh((H + H.T) / 2, self.S)
        return values[self.index], vectors[:, self.index]

    def zora(self):
        energy, vec = self.level(A0)
        d = self.D @ vec
        N = np.sum(self.w * C**2 * d**2 / (A0 - self.V)**2)
        return energy, N, vec

    def dirac(self):
        energy = brentq(lambda e: self.level(A0 + e)[0] - e,
                        -1.5 * C**2, 0.0, xtol=1e-10, rtol=1e-13)
        return energy, self.level(A0 + energy)[1]

    def dirac_mean(self, vec, a, eta=1.0):
        """Dirac mean energy of the spinor (P, Q) evaluated at eta*r."""
        P, D = self.basis(eta * self.r)
        p, d = P @ vec, D @ vec
        q = C * d / (a - self.potential(eta * self.r))
        top = self.V * (p**2 + q**2) - A0 * q**2 + 2 * C * q * eta * d
        return np.sum(self.w * top) / np.sum(self.w * (p**2 + q**2))

    def mean_radius(self, vec):
        return np.sum(self.w * self.r * (self.P @ vec)**2)


def closed_dirac(Z, n, kappa):
    g = np.sqrt(kappa**2 - (Z / C)**2)
    ratio = Z / C / (n - abs(kappa) + g)
    return C**2 * (1 / np.sqrt(1 + ratio**2) - 1)


def close(x, y, rel=1e-8, absolute=1e-7):
    # roundoff of the large kinetic matrix elements sets these tolerances
    return abs(x - y) <= absolute + rel * abs(y)


Z = 74
states = [("1s", 1, -1), ("2s", 2, -1), ("2p1/2", 2, 1),
          ("2p3/2", 2, -2), ("6s", 6, -1)]
print(f"speed of light c = {C:.6f} a.u.; 2c^2 = {A0:.4f} hartree")
print(f"nuclear charge Z = {Z}")
results = {}
for name, n, kappa in states:
    ch = Channel(Z, n, kappa)
    ez, N, vz = ch.zora()
    ed, vd = ch.dirac()
    scaled = ez / (1 + N)
    s = A0 / (A0 + ed)
    assert close(ed, closed_dirac(Z, n, kappa))
    assert close(ez, A0 * ed / (A0 + ed))
    assert close(N, -ez / A0, absolute=1e-10)
    assert close(scaled, ed)
    # the ZORA orbital is the Dirac large component at s*r
    pz = ch.P @ vz
    pd = np.sqrt(s) * (ch.basis(s * ch.r)[0] @ vd)
    overlap = np.sum(ch.w * pz * pd)
    mismatch = np.sum(ch.w * (pz - np.sign(overlap) * pd)**2)
    assert mismatch < 1e-10
    # the Dirac mean energy does not change under dilation
    for eta in (0.8, 1.0, 1.3):
        assert close(ch.dirac_mean(vd, A0 + ed, eta), ed)
    # the eigenvalue is proportional to the mass term a
    assert close(ch.level(0.7 * A0)[0], 0.7 * ez)
    results[name] = (ez, ed, N, scaled, s, ch, vz, vd)
    print(f"{name}: nonrelativistic E = {-Z**2 / (2 * n**2):.4f} hartree")
    print(f"  Dirac E = {ed:.4f}, ZORA E = {ez:.4f} hartree")
    print(f"  ZORA - Dirac = {ez - ed:.4f} hartree")
    print(f"  N = {N:.7f}, dilation s = {s:.7f}")
    print(f"  scaled ZORA E = {scaled:.4f} hartree")

ez, ed, N, scaled, s, ch, vz, vd = results["1s"]
print(f"1s Dirac E = {ed * EV / 1000:.3f} keV")
print(f"1s ZORA - Dirac = {(ez - ed) * EV / 1000:.3f} keV")
rd, rz = ch.mean_radius(vd), ch.mean_radius(vz)
assert close(rd / rz, s)
print(f"1s mean radius, Dirac large component = {rd:.6f} bohr")
print(f"1s mean radius, ZORA orbital = {rz:.6f} bohr")

so = [results["2p3/2"][i] - results["2p1/2"][i] for i in (1, 0, 3)]
print(f"2p splitting, Dirac = {so[0]:.4f} hartree")
print(f"2p splitting, ZORA = {so[1]:.4f} hartree")
print(f"2p splitting, scaled ZORA = {so[2]:.4f} hartree")

# constant shift of the potential
shift = 50.0
moved = Channel(Z, 1, -1, lambda r: -Z / r + shift)
ezm, Nm, _ = moved.zora()
assert close(ezm, ez + shift * (1 - ez / A0))
assert close(Nm, N, absolute=1e-10)
assert close(ezm / (1 + Nm), ed + shift)
print(f"constant added to V = {shift:.1f} hartree")
print(f"  1s ZORA moves by {ezm - ez:.4f} hartree")
print(f"  1s scaled ZORA moves by {ezm / (1 + Nm) - scaled:.4f} hartree")

# growth of the 1s error with nuclear charge
for charge in (20, 50, 80):
    test = Channel(charge, 1, -1)
    e1, n1, _ = test.zora()
    e2 = closed_dirac(charge, 1, -1)
    assert close(e1, A0 * e2 / (A0 + e2)) and close(e1 / (1 + n1), e2)
    print(f"Z = {charge}: 1s ZORA - Dirac = {e1 - e2:.4f} hartree")

# screened model potential: the scaled energy is no longer exact
mu = 4.0


def screened(r):
    return -(1 + (Z - 1) * np.exp(-mu * r)) / r


print(f"screened model: mu = {mu:.1f} per bohr")
for name, n in (("1s", 1), ("2s", 2)):
    ch = Channel(Z, n, -1, screened)
    big = Channel(Z, n, -1, screened, size=40)
    e1, n1, v1 = ch.zora()
    e2, v2 = ch.dirac()
    e3, n3, _ = big.zora()
    # basis convergence, well below the differences discussed
    assert abs(e1 - e3) < 1e-5 and abs(e2 - big.dirac()[0]) < 1e-5
    es = e1 / (1 + n1)
    assert abs(es - e3 / (1 + n3)) < 1e-5
    assert close(ch.dirac_mean(v1, A0), es)
    assert 1e-4 < abs(es - e2) < 0.1 * abs(e1 - e2)
    if n == 1:
        change = ch.dirac_mean(v2, A0 + e2, 1.1) - e2
        assert abs(change) > 1e-3
        print(f"  1s Dirac mean, change at eta=1.1: {change:.4f} hartree")
    print(f"  {name} Dirac E = {e2:.4f} hartree")
    print(f"  {name} ZORA - Dirac = {e1 - e2:.4f} hartree")
    print(f"  {name} scaled ZORA - Dirac = {es - e2:.4f} hartree")

print("verified")
```

Running it gives:

```
speed of light c = 137.035999 a.u.; 2c^2 = 37557.7301 hartree
nuclear charge Z = 74
1s: nonrelativistic E = -2738.0000 hartree
  Dirac E = -2973.4006, ZORA E = -3229.0398 hartree
  ZORA - Dirac = -255.6392 hartree
  N = 0.0859754, dilation s = 1.0859754
  scaled ZORA E = -2973.4006 hartree
2s: nonrelativistic E = -684.5000 hartree
  Dirac E = -758.6756, ZORA E = -774.3170 hartree
  ZORA - Dirac = -15.6414 hartree
  N = 0.0206167, dilation s = 1.0206167
  scaled ZORA E = -758.6756 hartree
2p1/2: nonrelativistic E = -684.5000 hartree
  Dirac E = -758.6756, ZORA E = -774.3170 hartree
  ZORA - Dirac = -15.6414 hartree
  N = 0.0206167, dilation s = 1.0206167
  scaled ZORA E = -758.6756 hartree
2p3/2: nonrelativistic E = -684.5000 hartree
  Dirac E = -697.4518, ZORA E = -710.6486 hartree
  ZORA - Dirac = -13.1968 hartree
  N = 0.0189215, dilation s = 1.0189215
  scaled ZORA E = -697.4518 hartree
6s: nonrelativistic E = -76.0556 hartree
  Dirac E = -79.7238, ZORA E = -79.8934 hartree
  ZORA - Dirac = -0.1696 hartree
  N = 0.0021272, dilation s = 1.0021272
  scaled ZORA E = -79.7238 hartree
1s Dirac E = -80.910 keV
1s ZORA - Dirac = -6.956 keV
1s mean radius, Dirac large component = 0.018131 bohr
1s mean radius, ZORA orbital = 0.016695 bohr
2p splitting, Dirac = 61.2238 hartree
2p splitting, ZORA = 63.6684 hartree
2p splitting, scaled ZORA = 61.2238 hartree
constant added to V = 50.0 hartree
  1s ZORA moves by 54.2988 hartree
  1s scaled ZORA moves by 50.0000 hartree
Z = 20: 1s ZORA - Dirac = -1.0823 hartree
Z = 50: 1s ZORA - Dirac = -46.2193 hartree
Z = 80: 1s ZORA - Dirac = -366.6770 hartree
screened model: mu = 4.0 per bohr
  1s Dirac mean, change at eta=1.1: -0.0877 hartree
  1s Dirac E = -2691.6605 hartree
  1s ZORA - Dirac = -230.6346 hartree
  1s scaled ZORA - Dirac = 0.0506 hartree
  2s Dirac E = -504.7018 hartree
  2s ZORA - Dirac = -9.9262 hartree
  2s scaled ZORA - Dirac = 0.0058 hartree
verified
```
